# Spin-orbit zero-field splitting of O2, SO and S2 from π² coupling

## Problem

The ground state of O2 is $X\,^3\Sigma^-$, with two electrons in the antibonding pair $\pi^*$. The singlets $^1\Delta$ and $b\,^1\Sigma^+$ belong to the same configuration. (The label $g$ is dropped, since SO has no inversion centre.) Without spin-dependent forces the three spin components $M=0,\pm1$ of $X$ are degenerate. In a linear molecule their splitting is described by

$$H_{\rm spin}=D\left(S_z^2-\tfrac13\mathbf S^2\right).$$

For $S=1$, $\mathbf S^2=2$, so the levels are $D/3$ for $M=\pm1$ and $-2D/3$ for $M=0$. Hence $D=E(\pm1)-E(0)$.

Within the $\pi^2$ configuration, take the spin-orbit operator to be

$$H_{\rm SO}=a\sum_{i=1}^{2} l_{zi}s_{zi},\qquad l_z=\pm1,\quad s_z=\pm\tfrac12 ,$$

with angular momenta in units of $\hbar$. For one electron, $\Omega=3/2$ has energy $+a/2$ and $\Omega=1/2$ has energy $-a/2$, so $a$ is the one-electron splitting. Let $\Delta$ be the energy of $b$ above $X$ without spin-orbit coupling.

1. Find the contribution $D_{\rm SO}$ of the coupling between $X$ and $b$, and estimate it for O2.
2. Extend the estimate to SO and S2, and explain the trend.

Use these computed parameters, whose origin is described below:

| Molecule | $a$ / cm⁻¹ | $\Delta$ / cm⁻¹ |
|---|---:|---:|
| O2 | 164.5 | 13648 |
| SO | 288.2 | 10958 |
| S2 | 395.1 | 9096 |

## A tempting solution

Write the spin-orbit coupling in a linear molecule as $A L_zS_z$, where $L_z$ and $S_z$ refer to all the electrons. Both $X$ and $b$ are $\Sigma$ states, so $L_z$ gives zero on each of them. Therefore

$$\langle b|A L_zS_z|X\rangle=0,$$

and $D_{\rm SO}=0$. Replacing oxygen by sulfur increases $A$, but the product with zero remains zero. On this argument the coupling to $b$ splits none of the three molecules.

## Where it fails

The form $A L_zS_z$ represents the spin-orbit operator inside one electronic term. Here the required matrix element connects two different terms, a triplet and a singlet. The sum over electrons must then be kept.

For two electrons, expand the products

$$\begin{aligned}
(l_{z1}+l_{z2})(s_{z1}+s_{z2})&=l_{z1}s_{z1}+l_{z1}s_{z2}+l_{z2}s_{z1}+l_{z2}s_{z2},\\
(l_{z1}-l_{z2})(s_{z1}-s_{z2})&=l_{z1}s_{z1}-l_{z1}s_{z2}-l_{z2}s_{z1}+l_{z2}s_{z2}.
\end{aligned}$$

Adding them cancels the mixed terms. Thus

$$H_{\rm SO}=\frac a2\left[L_zS_z+(l_{z1}-l_{z2})(s_{z1}-s_{z2})\right].$$

The tempting solution kept the first term and lost the second. The operator $s_{z1}-s_{z2}$ changes sign when the electrons are exchanged, so it can turn a symmetric spin function into an antisymmetric one. The factor $l_{z1}-l_{z2}$ makes the matching change in the spatial function, and the total wavefunction stays antisymmetric.

## The coupling between X and b

Write $\pi_+$ and $\pi_-$ for the orbitals with $l_z=+1$ and $-1$. In a product, the first factor belongs to electron 1. Define

$$F_\pm=\frac{\pi_+\pi_-\pm\pi_-\pi_+}{\sqrt2},\qquad
\chi_\pm=\frac{\alpha\beta\pm\beta\alpha}{\sqrt2}.$$

The antisymmetric $F_-$ belongs to the triplet, and the symmetric $F_+$ to the singlet:

$$|X,0\rangle=F_-\chi_+,\qquad |b\rangle=F_+\chi_- .$$

To confirm the reflection labels, put $\pi_\pm=(x\pm iy)/\sqrt2$, where $x$ and $y$ are the real orbitals. Then

$$\begin{aligned}
\pi_+\pi_-+\pi_-\pi_+&=xx+yy,\\
\pi_+\pi_--\pi_-\pi_+&=-i(xy-yx).
\end{aligned}$$

The reflection $y\to-y$ preserves the first and reverses the second, as required for $\Sigma^+$ and $\Sigma^-$.

On $\pi_+\pi_-$ the difference $l_{z1}-l_{z2}$ is $1-(-1)=2$; on $\pi_-\pi_+$ it is $-2$. On $\alpha\beta$ the difference $s_{z1}-s_{z2}$ is $1$; on $\beta\alpha$ it is $-1$. Consequently

$$(l_{z1}-l_{z2})F_-=2F_+,\qquad (s_{z1}-s_{z2})\chi_+=\chi_- .$$

Since $L_zF_-=0$,

$$H_{\rm SO}|X,0\rangle=\frac a2\,(2F_+)(\chi_-)=a|b\rangle .$$

The coupling is therefore $a$. It is not $a/2$, because both electrons contribute with the same sign.

The other components of $X$ have spin functions $\alpha\alpha$ and $\beta\beta$. On these, $s_{z1}-s_{z2}=0$, while $L_z=0$ removes the other term. They do not shift in this model. The $^1\Delta$ state does not enter either: its components $\pi_+\pi_+$ and $\pi_-\pi_-$ have $l_{z1}-l_{z2}=0$, and $S_z=0$ for a singlet. Its lower energy does not help it to couple to $X$.

## The splitting

Set the energy of uncoupled $X$ to zero. The states $|X,0\rangle$ and $|b\rangle$ have the matrix

$$\begin{pmatrix}0&a\\a&\Delta\end{pmatrix}.$$

Its eigenvalues satisfy $E(E-\Delta)-a^2=0$, or

$$E_\pm=\frac{\Delta\pm\sqrt{\Delta^2+4a^2}}2 .$$

The lower root belongs to the component that starts as $M=0$. The $M=\pm1$ components remain at zero, so

$$D_{\rm SO}=0-E_-=\frac{\sqrt{\Delta^2+4a^2}-\Delta}{2}.$$

This is positive for either sign of $a$: repulsion from a higher state pushes $M=0$ down.

For $|a|\ll\Delta$, let $\epsilon=a^2/\Delta^2$. Using $\sqrt{1+4\epsilon}=1+2\epsilon-2\epsilon^2+\cdots$,

$$D_{\rm SO}=\frac{\Delta}{2}\left(2\epsilon-2\epsilon^2+\cdots\right)
=\frac{a^2}{\Delta}-\frac{a^4}{\Delta^3}+\cdots .$$

In the opposite limit, $|a|\gg\Delta$, the splitting is $|a|-\Delta/2+\Delta^2/(8|a|)-\cdots$, so $D_{\rm SO}/|a|$ tends to one. Both electrons then occupy the lower spin-orbit level, each with energy $-|a|/2$. The lowest state is an equal mixture of triplet and singlet, and a spin Hamiltonian for an isolated triplet no longer describes it properly.

For O2,

$$D_{\rm SO}\approx\frac{(164.5)^2}{13648}\ \text{cm}^{-1}\approx2.0\ \text{cm}^{-1},$$

or about 60 GHz. This answers the first question. The number should not be identified with the 60 GHz absorption band of oxygen: the measured total $D$ of O2 is about 4 cm⁻¹, roughly twice this contribution.

## Why the gap needs correlation

The $\pi^2$ model also predicts $\Delta$. Denote the Coulomb integrals of the real orbitals by $J_{xx}=J_{yy}$ and $J_{xy}$, and their exchange integral by $K$. Rotate the orbitals by 45 degrees:

$$u=(x+y)/\sqrt2,\qquad v=(x-y)/\sqrt2 .$$

Their product is $uv=(x^2-y^2)/2$, so their exchange integral is

$$K_{uv}=\tfrac14(J_{xx}+J_{yy}-2J_{xy})=\tfrac12(J_{xx}-J_{xy}).$$

Cylindrical symmetry requires $K_{uv}=K$, hence $J_{xx}-J_{xy}=2K$.

Apart from a common energy, the triplet function $xy-yx$ has energy $J_{xy}-K$. The singlet function $xy+yx$ has energy $J_{xy}+K$. The functions $xx$ and $yy$ both have energy $J_{xx}$ and are coupled by $K$. Their difference has energy $J_{xx}-K=J_{xy}+K$, which completes $^1\Delta$. Their sum is $b$, with energy $J_{xx}+K=J_{xy}+3K$. Therefore

$$E(^1\Delta)-E(X)=2K,\qquad E(b)-E(X)=4K .$$

For O2 the computed orbitals give $4K=20851$ cm⁻¹, well above the correlated gap of 13648 cm⁻¹. Using $4K$ would reduce $D_{\rm SO}$ to 1.3 cm⁻¹, about 35% below the estimate above. The estimate therefore takes the form of the coupling from $\pi^2$, but takes the gap from a calculation that admits other configurations.

## Where the parameters come from

The bond lengths are rough, rounded values: 1.2 Å for O2, 1.5 Å for SO and 1.9 Å for S2. At each one, a complete-active-space self-consistent-field (CASSCF) calculation was made in the cc-pVDZ basis, with eight electrons in six active orbitals. The orbitals were optimized for the equally weighted average of $X$, the two components of $^1\Delta$, and $b$. The gap $\Delta$ is the difference of the resulting energies. The $\pi^*$ orbitals are the two natural orbitals of the averaged density whose occupations are closest to one.

The constant $a$ comes from the $z$ part of the Breit-Pauli operator. In atomic units, with $\alpha_{\rm f}$ the fine-structure constant,

$$\begin{aligned}
H_z=\frac{\alpha_{\rm f}^2}{2}\Bigg[&\sum_{i,A}Z_A\frac{(\mathbf r_{iA}\times\mathbf p_i)_z}{r_{iA}^3}s_{zi}\\
&-\sum_{i\ne j}\frac{(\mathbf r_{ij}\times\mathbf p_i)_z}{r_{ij}^3}(s_{zi}+2s_{zj})\Bigg].
\end{aligned}$$

Here $A$ labels nuclei of charge $Z_A$. Since $\mathbf p=-i\nabla$, a factor $-i$ can be removed from every integral over real orbitals. Let $W^A_{pq}$ be the remaining integral of $(\mathbf r_A\times\nabla)_z/r_A^3$, and let

$$G_{pq,rs}=\left\langle p(1)r(2)\left|\frac{(\mathbf r_{12}\times\nabla_1)_z}{r_{12}^3}\right|q(1)s(2)\right\rangle .$$

Both are antisymmetric in $p,q$. The operators with the factor $-i$ are Hermitian and the orbitals are real, which gives $W^A_{pq}=-W^A_{qp}$ and $G_{pq,rs}=-G_{qp,sr}$. The two-electron operator only multiplies in the coordinates of electron 2, so $G$ is symmetric in $r,s$, and hence $G_{pq,rs}=-G_{qp,rs}$.

The two-electron term is reduced to a mean field by considering one electron outside a closed shell. Let its spin projection be $\sigma$, and let a doubly occupied orbital $c$ hold electrons with $\tau=\pm\frac12$. The direct term is

$$\sum_\tau\left[G_{pq,cc}(\sigma+2\tau)+G_{cc,pq}(\tau+2\sigma)\right]=2\sigma G_{pq,cc}.$$

The terms in $\tau$ sum to zero, and $G_{cc,pq}=0$ by antisymmetry. Exchange requires $\tau=\sigma$, which makes each spin factor $3\sigma$. Subtracting it gives

$$\sigma\left[2G_{pq,cc}-3(G_{pc,cq}+G_{cq,pc})\right].$$

A closed orbital has density-matrix element $P_{cc}=2$. In terms of $P$, the bracket is therefore $\mathcal J-\frac32\mathcal K$, where

$$\begin{aligned}
\mathcal J_{pq}&=\sum_{rs}P_{rs}G_{pq,rs},\\
\mathcal K_{pq}&=\sum_{rs}P_{rs}(G_{pr,sq}+G_{sq,pr}).
\end{aligned}$$

Restoring the minus sign of the two-electron term, the effective operator is $-iB\,s_z$, with the real antisymmetric matrix

$$B=\frac{\alpha_{\rm f}^2}{2}\left[\sum_A Z_AW^A-\mathcal J+\frac32\mathcal K\right].$$

For the open-shell molecules, $P$ is the spin-summed density averaged over the four states. This use of the closed-shell formula is an approximation. In the $\pi^*$ pair $\langle x|l_z|y\rangle=-i$, so comparison with $a\,l_zs_z$ gives $a=|B_{xy}|$, up to a sign that does not affect $D_{\rm SO}$.

The same mean-field operator can be evaluated between the full CASSCF wavefunctions of $X$ and $b$. For O2 this gives 161.3 cm⁻¹ instead of 164.5 cm⁻¹, a reduction of about 2%. In this calculation, configurations outside $\pi^2$ matter much more for the gap than for the coupling.

## Extension to SO and S2

The derivation of the coupling used cylindrical symmetry and two electrons in a $\pi$ pair. It did not require equal atoms. The same formula therefore gives

$$\begin{aligned}
D_{\rm SO}({\rm SO})&\approx\frac{(288.2)^2}{10958}\ \text{cm}^{-1}\approx7.6\ \text{cm}^{-1},\\
D_{\rm SO}({\rm S_2})&\approx\frac{(395.1)^2}{9096}\ \text{cm}^{-1}\approx17\ \text{cm}^{-1}.
\end{aligned}$$

These correspond to about 230 GHz and 510 GHz. Even for S2, the two-level formula changes the leading estimate from 17.16 to 17.13 cm⁻¹, so the weak-coupling expansion is adequate here.

The trend has two factors:

$$\frac{D_{\rm SO}}{D_{\rm SO}({\rm O_2})}\approx
\left(\frac{a}{a_{\rm O_2}}\right)^2\frac{\Delta_{\rm O_2}}{\Delta}.$$

For SO they are 3.07 and 1.25, and the splitting ratio is 3.8. For S2 they are 5.77 and 1.50, and the ratio is 8.6. The larger spin-orbit constant accounts for most of the increase; the smaller gap adds to it.

An atomic estimate shows how $a$ changes. Write each $\pi^*$ orbital as $c_1\chi_1+c_2\chi_2$, with one valence $p$ orbital on each atom. If two-centre terms are dropped and each atom keeps its free-atom constant $\zeta$,

$$a\approx c_1^2\zeta_1+c_2^2\zeta_2 .$$

The atomic constants come from a simplified Hartree-Fock calculation with the same basis and form of mean-field operator. The closed-shell equations are solved with 4/3 of an electron in each valence $p$ orbital, which keeps the atom spherical. This gives $\zeta_{\rm O}=127.6$ cm⁻¹ and $\zeta_{\rm S}=332.7$ cm⁻¹. With fractional occupations, these equations leave some repulsion of an electron with itself, so the $p$ orbitals are too diffuse and both constants are too small. Orbitals optimized for the average of the three $^3P$ components, in the same basis, are more compact and give 138.8 and 362.3 cm⁻¹, about 9% more. The coefficients follow from a least-squares fit of the molecular orbital to the atomic $p$ orbitals, followed by normalization.

For O2 both squared coefficients are 0.662. Their sum exceeds one because the orbital is antibonding. With $\pi^*=c(\chi_1-\chi_2)$ and overlap $s=\langle\chi_1|\chi_2\rangle>0$, normalization gives $2c^2(1-s)=1$, hence $2c^2=1/(1-s)>1$. The estimate is $2(0.662)(127.6)\approx169$ cm⁻¹, about 3% above the molecular value.

For SO the squared coefficients are 0.719 on S and 0.578 on O:

$$\begin{aligned}
a&\approx0.719(332.7)+0.578(127.6)\\
&\approx239+74=313\ \text{cm}^{-1}.
\end{aligned}$$

Sulfur supplies about three quarters of this estimate, mainly because its $\zeta$ is larger; the orbital weights differ much less. The result is 9% above the molecular value. For S2 the atomic estimate is 438 cm⁻¹, 11% too high relative to the molecular calculation. Dropped two-centre terms and changes in the orbitals on bonding may both contribute; the calculation does not separate them. With the $^3P$ orbitals the fitted squared coefficients fall by about 2% while the constants rise by about 9%. The estimates become 179, 334 and 468 cm⁻¹, which is 9%, 16% and 18% above the molecular values. The close agreement for O2 is therefore partly a cancellation of errors, and the atomic estimate is useful for the trend rather than for accurate values. Since $D_{\rm SO}$ varies as $a^2$, the relative error in $a$ is roughly doubled in the splitting.

## What the estimate leaves out

$D_{\rm SO}$ is one part of the zero-field splitting. The direct magnetic interaction between the two electron spins also contributes to $D$. So can spin-orbit coupling to $\Pi$ states through $l_x$ and $l_y$, and coupling to $\Sigma^+$ states of other configurations. None of these is included, so the values should not be equated with measured total splittings.

The small basis, limited active space, rounded bond lengths and mean-field operator add errors that have not been bounded. In particular, $a$ and $\Delta$ come from one basis and their convergence with basis size has not been established; the digits in the table serve only to reproduce the arithmetic. The estimates of 2.0, 7.6 and 17 cm⁻¹ are quoted to two figures to show the arithmetic and the trend, not to claim an accuracy of two figures.
